**Thermal strain of a relaxed germanium film on silicon**

The program tests the relation ε = exp(Δα ΔT) − 1 ≈ Δα ΔT, where ε is the in-plane strain of the film, Δα is the mean expansion mismatch between germanium and silicon, and ΔT is the temperature drop. It asserts that stepwise cooling of two free bodies with temperature-dependent expansion coefficients gives the same strain as the formula. It also asserts that the biaxial modulus and the normal strain agree with a solution of the full cubic stiffness equations. The thin-film formulas for strain loss and wafer curvature are compared with a numerical minimisation of the two-layer elastic energy and must agree within 2 percent. For Δα = 3.3×10⁻⁶ per kelvin and ΔT = 600 K, the output gives a tensile strain of 0.198 percent and a stress of 0.28 GPa. A 725 µm wafer takes up only 0.43 percent of the strain of a 1 µm film. One percent of unrelaxed lattice mismatch lowers the strain to 0.158 percent, and relaxation through the first 100 K of cooling lowers it to 0.165 percent. The lattice constants and stiffnesses are rough room-temperature values.

## Check in Python

```python
# Result under test: a Ge film, strain-free on a thick Si wafer at growth,
# gains on cooling the in-plane tensile strain
#     strain = exp(mismatch * drop) - 1, about mismatch * drop = 0.2 percent.
# mismatch: mean of alpha_Ge - alpha_Si (1/K); drop: temperature drop (K).
# C11, C12, C44: cubic stiffnesses (GPa); M: biaxial modulus on (001) (GPa).
# Lattice constants and stiffnesses are rough room-temperature values.
import numpy as np

mismatch = 3.3e-6
T_growth, T_final = 900.0, 300.0
drop = T_growth - T_final
a_ge, a_si = 0.5658, 0.5431          # nm
C_ge = (129.0, 48.0, 67.0)           # GPa
C_si = (166.0, 64.0, 80.0)           # GPa
h_film, h_wafer = 1.0, 725.0         # micrometres

linear = mismatch * drop
strain = np.expm1(linear)

# Test: cool two free bodies in small steps, then stretch Ge to match Si.
steps = 60000
dT = drop / steps
T = T_growth - (np.arange(steps) + 0.5) * dT
x = (T - T_final) / drop
alpha_si = 2.6e-6 + 1.5e-6 * x
alpha_ge = alpha_si + mismatch + 0.3e-6 * np.cos(np.pi * x)
length_si = np.prod(1 - alpha_si * dT)
length_ge = np.prod(1 - alpha_ge * dT)
strain_steps = length_si / length_ge - 1
assert length_ge < length_si
assert abs(strain_steps - strain) < 1e-8
assert abs(strain - linear) < 0.002 * strain
assert round(100 * strain, 1) == 0.2


def biaxial(C):
    """Biaxial modulus and ratio of normal to in-plane strain."""
    c11, c12, _ = C
    return c11 + c12 - 2 * c12**2 / c11, -2 * c12 / c11


# Test: invert the full stiffness matrix and load it with in-plane stress.
for C in (C_ge, C_si):
    stiff = np.diag([C[0]] * 3 + [C[2]] * 3)
    for i in range(3):
        for j in range(3):
            if i != j:
                stiff[i, j] = C[1]
    response = np.linalg.solve(stiff, np.array([1.0, 1.0, 0, 0, 0, 0]))
    modulus, ratio = biaxial(C)
    assert abs(1 / response[0] - modulus) < 1e-9 * modulus
    assert abs(response[2] / response[0] - ratio) < 1e-10

M_ge, ratio_ge = biaxial(C_ge)
M_si, _ = biaxial(C_si)
normal_strain = ratio_ge * strain
stress = M_ge * strain               # GPa

# Thin-film formulas for a wafer that can shrink and bend.
loss = 4 * M_ge * h_film / (M_si * h_wafer)
curvature = 6 * M_ge * h_film * strain / (M_si * h_wafer**2)  # 1/um

# Test: minimise the two-layer elastic energy over strain and curvature.
# Height z is in units of the wafer thickness, from the wafer mid-plane.
nodes, weights = np.polynomial.legendre.leggauss(4)
t = h_film / h_wafer
z = np.concatenate([nodes / 2, 0.5 + t * (nodes + 1) / 2])
w = np.concatenate([M_si * weights / 2, M_ge * t * weights / 2])
own = np.concatenate([np.zeros(4), np.full(4, strain)])
design = np.column_stack([np.ones(8), z])
root = np.sqrt(w)
fit = np.linalg.lstsq(design * root[:, None], -own * root, rcond=None)[0]
film_strain = np.sum(weights / 2 * (own + design @ fit)[4:])
loss_energy = 1 - film_strain / strain
# Thin-film formulas drop terms of relative order h_film / h_wafer.
assert abs(loss_energy / loss - 1) < 0.02
assert abs(-fit[1] / h_wafer / curvature - 1) < 0.02

# Lattice constants of the cooled film and its apparent relaxation.
a_par = a_ge * (1 + strain)
a_perp = a_ge * (1 + normal_strain)
relaxation = (a_par - a_si) / (a_ge - a_si)
assert relaxation > 1

# Sizes of the neglected effects.
change_mismatch = np.expm1((mismatch + 0.3e-6) * drop) - strain
late_freeze = np.expm1(mismatch * (drop - 100.0))
misfit = a_si / a_ge - 1
residual = 0.01 * misfit
with_residual = (1 + residual) * (1 + strain) - 1
# Cell error: functional's lattice constant 1 percent too large,
# but the measured in-plane constant is imposed.
cell_strain = a_par / (1.01 * a_ge) - 1
assert cell_strain < 0 < with_residual < strain
assert loss * strain < min(abs(residual), strain - late_freeze)

print(f"growth temperature: {T_growth:.0f} K")
print(f"final temperature: {T_final:.0f} K")
print(f"temperature drop: {drop:.0f} K")
print(f"mean expansion mismatch: {mismatch:.1e} 1/K")
print(f"strain, linear estimate: {100*linear:.3f} percent")
print(f"strain, exponential form: {100*strain:.4f} percent")
print(f"strain, stepwise cooling: {100*strain_steps:.4f} percent")
print(f"second-order part of strain: {strain-linear:.1e} (no unit)")
print(f"Ge C11, C12 (rough): {C_ge[0]:.0f}, {C_ge[1]:.0f} GPa")
print(f"Si C11, C12 (rough): {C_si[0]:.0f}, {C_si[1]:.0f} GPa")
print(f"Ge biaxial modulus: {M_ge:.0f} GPa")
print(f"Si biaxial modulus: {M_si:.0f} GPa")
print(f"normal / in-plane strain in Ge: {ratio_ge:.3f} (no unit)")
print(f"normal strain: {100*normal_strain:.3f} percent")
print(f"in-plane tensile stress: {stress:.2f} GPa")
print(f"free Ge lattice constant (rough): {a_ge:.4f} nm")
print(f"free Si lattice constant (rough): {a_si:.4f} nm")
print(f"film in-plane lattice constant: {a_par:.4f} nm")
print(f"film normal lattice constant: {a_perp:.4f} nm")
print(f"apparent relaxation: {100*relaxation:.1f} percent")
print(f"film thickness: {h_film:.0f} um")
print(f"wafer thickness: {h_wafer:.0f} um")
print(f"strain lost to wafer, formula: {100*loss:.2f} percent of strain")
print(f"strain lost to wafer, energy: {100*loss_energy:.2f} "
      "percent of strain")
print(f"wafer curvature radius: {1e-6/curvature:.0f} m")
print(f"strain change if mismatch is 0.3e-6 1/K larger: "
      f"{100*change_mismatch:.3f} percent")
print(f"strain if film yields for first 100 K: "
      f"{100*late_freeze:.3f} percent")
print(f"full lattice-mismatch strain of Ge on Si: {100*misfit:.2f} percent")
print(f"residual strain if 1 percent of it stays: "
      f"{100*residual:.3f} percent")
print(f"final strain with that residual: {100*with_residual:.3f} percent")
print(f"cell strain, lattice constant 1 percent too large: "
      f"{100*cell_strain:.2f} percent")
print("tests ok")
```

Output:

```
growth temperature: 900 K
final temperature: 300 K
temperature drop: 600 K
mean expansion mismatch: 3.3e-06 1/K
strain, linear estimate: 0.198 percent
strain, exponential form: 0.1982 percent
strain, stepwise cooling: 0.1982 percent
second-order part of strain: 2.0e-06 (no unit)
Ge C11, C12 (rough): 129, 48 GPa
Si C11, C12 (rough): 166, 64 GPa
Ge biaxial modulus: 141 GPa
Si biaxial modulus: 181 GPa
normal / in-plane strain in Ge: -0.744 (no unit)
normal strain: -0.147 percent
in-plane tensile stress: 0.28 GPa
free Ge lattice constant (rough): 0.5658 nm
free Si lattice constant (rough): 0.5431 nm
film in-plane lattice constant: 0.5669 nm
film normal lattice constant: 0.5650 nm
apparent relaxation: 104.9 percent
film thickness: 1 um
wafer thickness: 725 um
strain lost to wafer, formula: 0.43 percent of strain
strain lost to wafer, energy: 0.43 percent of strain
wafer curvature radius: 57 m
strain change if mismatch is 0.3e-6 1/K larger: 0.018 percent
strain if film yields for first 100 K: 0.165 percent
full lattice-mismatch strain of Ge on Si: -4.01 percent
residual strain if 1 percent of it stays: -0.040 percent
final strain with that residual: 0.158 percent
cell strain, lattice constant 1 percent too large: -0.79 percent
tests ok
```
